# One-dimensional helium with contact interactions: cusps, energy and basis error

## Problem

Two electrons in a spin singlet move on a line. In atomic units their Hamiltonian is

\[
H=-\tfrac12\partial_1^2-\tfrac12\partial_2^2-Z\delta(x_1)-Z\delta(x_2)+\lambda\,\delta(x_1-x_2),
\]

with \(Z=2\) and \(\lambda=1\). The ground state \(\psi(x_1,x_2)\) is real, normalized and symmetric under exchange. This is a model atom: contact terms replace the Coulomb potentials.

(a) Find the jump of the derivative of \(\psi\) across \(x_1=0\) and across \(x_1=x_2\).

(b) Reduce the Schrödinger equation to an equation in one variable and compute the ground energy.

(c) Expand \(\psi\) in products of plane waves with momenta below a cutoff \(K\). How does the variational energy error depend on \(K\) at leading order?

(d) Answer the same question for the lowest \(N\) harmonic-oscillator functions per electron.

## Hints

1. For (a), integrate the Schrödinger equation over a thin strip across the line. For the second line use \(u=x_1-x_2\) and \(R=(x_1+x_2)/2\).
2. For (b), a contact term sees \(\psi\) on one line. In momentum space \(\psi\) is therefore fixed by two functions of one variable.
3. For (c), write the trial function as \(\psi\) minus an error and use \((H-E)\psi=0\). Then ask which part of the energy is most sensitive to large momenta.
4. For (d), integrate by parts twice in the coefficient of a function with a kink.

## Solution

### (a) The jumps

The function \(\psi\) is continuous, since a step would cost infinite kinetic energy. Take a point \((0,x_2)\) with \(x_2\ne0\) and integrate \(H\psi=E\psi\) over \(-\epsilon<x_1<\epsilon\). The terms with \(\partial_2^2\psi\), \(\delta(x_2)\psi\) and \(E\psi\) vanish as \(\epsilon\to0\), and so does the repulsion, whose line is not crossed. What remains is

\[
-\tfrac12\big[\partial_1\psi\big]_{0^-}^{0^+}-Z\psi(0,x_2)=0
\quad\Rightarrow\quad
\big[\partial_1\psi\big]_{0^-}^{0^+}=-2Z\,\psi(0,x_2).
\]

The same holds for electron 2.

For the other line, \(\partial_1=\partial_u+\tfrac12\partial_R\) and \(\partial_2=-\partial_u+\tfrac12\partial_R\). In the sum of squares the cross terms cancel, so

\[
-\tfrac12(\partial_1^2+\partial_2^2)=-\partial_u^2-\tfrac14\partial_R^2 .
\]

Integrating across \(u=0\) at fixed \(R\ne0\) gives

\[
-\big[\partial_u\psi\big]_{0^-}^{0^+}+\lambda\psi=0
\quad\Rightarrow\quad
\big[\partial_u\psi\big]_{0^-}^{0^+}=\lambda\,\psi .
\]

Since \(\psi\) is even in \(u\), the slope on the positive side is \(\lambda\psi/2\). Attraction makes a peak, repulsion a dip. The argument excludes the origin, where the three lines meet.

### (b) The energy

Let \(\hat\psi(p,q)=\iint\psi\,e^{-ipx_1-iqx_2}dx_1dx_2\), and let \(F\) and \(G\) be the Fourier transforms of \(\psi(0,x)\) and \(\psi(x,x)\). The transform of \(\delta(x_1)\psi\) is \(F(q)\), that of \(\delta(x_2)\psi\) is \(F(p)\), and that of \(\delta(x_1-x_2)\psi\) is \(G(p+q)\). With \(\kappa^2=-2E\), the Schrödinger equation becomes

\[
\hat\psi(p,q)=\frac{2\,[ZF(p)+ZF(q)-\lambda G(p+q)]}{p^2+q^2+\kappa^2}. \tag{1}
\]

Setting \(x_1=0\) means integrating over \(p\), so \(F(q)=\int\hat\psi(p,q)\,dp/2\pi\). The term with \(F(q)\) leaves the integral, and \(\int dp/(p^2+s^2)=\pi/s\) gives

\[
F(q)\Big[1-\frac{Z}{\sqrt{q^2+\kappa^2}}\Big]=\frac1\pi\int\frac{ZF(p)-\lambda G(p+q)}{p^2+q^2+\kappa^2}\,dp. \tag{2}
\]

Setting \(x_1=x_2\) means integrating at fixed \(P=p+q\), so \(G(P)=\int\hat\psi(q,P-q)\,dq/2\pi\). The denominator is unchanged by \(q\to P-q\), so the two \(F\) terms contribute equally. For the \(G\) term, use \(q^2+(P-q)^2=2(q-P/2)^2+P^2/2\) and \(\int dq/(2q^2+c)=\pi/\sqrt{2c}\). Then

\[
G(P)\Big[1+\frac{\lambda}{\sqrt{P^2+2\kappa^2}}\Big]=\frac{2Z}{\pi}\int\frac{F(q)\,dq}{q^2+(P-q)^2+\kappa^2}. \tag{3}
\]

Insert \(G\) from (3) into (2) and move the term \(ZF(q)/\sqrt{q^2+\kappa^2}\) to the right side. This gives a linear equation \(F=M(E)F\) in one variable. The argument below refers to this form of \(M\), not to the one obtained by dividing by the bracket.

To find the ground state, note what \(M\) means. Let \(H_\lambda\) be the kinetic energy plus the repulsion. The Schrödinger equation reads \(\psi=Z(H_\lambda-E)^{-1}[\delta(x_1)+\delta(x_2)]\psi\), and \(M\) is this relation restricted to a nuclear line. For \(\lambda\ge0\) and \(E<0\) the inverse is a positive operator that grows with \(E\), because its derivative is \((H_\lambda-E)^{-2}\). The spectrum of \(M\) therefore moves upward with \(E\), and the lowest state appears when the largest eigenvalue reaches one.

The bracket in (2) is positive for all \(q\) if \(\kappa>Z\), that is \(E<-Z^2/2\). This limit is the energy of the one-electron ion with the other electron free. The ground state lies below it: the product of two functions \(\sqrt Z e^{-Z|x|}\) has energy \(-Z^2+\lambda Z/2=-3\) hartree, which is an upper bound.

I discretized the integrals with \(q=2\sinh t\) and the trapezoidal rule in \(t\), with step 0.15 for \(|t|\le12\), and found the root of the eigenvalue condition. The result is

\[
E=-3.1554\ \text{hartree}=-85.86\ \text{eV}.
\]

### (c) Plane waves

Let \(\chi\) be the part of \(\psi\) with \(|p|>K\) or \(|q|>K\). A general trial function in the retained space is \(\phi=\psi-\chi+\eta\), where \(\eta\) also lies in that space. Scale \(\phi\) so that \(\langle\psi|\phi\rangle=1\). Since \((H-E)\psi=0\),

\[
\langle\phi|H-E|\phi\rangle=\langle\chi|H-E|\chi\rangle-2\langle\eta|H-E|\chi\rangle+\langle\eta|H-E|\eta\rangle. \tag{4}
\]

The energy error is this quantity divided by \(\langle\phi|\phi\rangle=1+\|\eta-\chi\|^2\). The optimal \(\eta\) is of order \(1/K\), as shown below, so the division does not affect the leading term.

First take the kinetic energy in \(\langle\chi|H-E|\chi\rangle\). Both \(F\) and \(G\) fall off as the inverse square of momentum. For a large argument the brackets in (2) and (3) tend to one, and the integrals are dominated by moderate arguments of \(F\) and \(G\), whose integrals both equal \(2\pi\psi(0,0)\). The denominators there are \(q^2\) for the \(F\) term of (2), \(2q^2\) for its \(G\) term and \(P^2\) in (3), so \(F(q)\approx(2Z-\lambda)\psi(0,0)/q^2\) and \(G(P)\approx4Z\psi(0,0)/P^2\). For large \(|p|\) and moderate \(q\), (1) therefore gives \(\hat\psi\approx2ZF(q)/p^2\). This is the nuclear kink of electron 1. Its omitted kinetic energy is

\[
\int\frac{dq}{2\pi}\int_{|p|>K}\frac{dp}{2\pi}\,\frac{p^2}{2}\,\frac{4Z^2|F(q)|^2}{p^4}
=\frac{2Z^2N_f}{\pi K},\qquad N_f=\int\psi(0,x)^2dx .
\]

Here \(\int_{|p|>K}dp/p^2=2/K\), and Parseval's theorem turned \(\int|F|^2dq/2\pi\) into \(N_f\). Electron 2 contributes the same amount.

The electron-electron kink lies at large \(|p|\) with \(P=p+q\) moderate. There \(p^2+q^2\approx2p^2\), so \(\hat\psi\approx-\lambda G(P)/p^2\), and the omitted kinetic energy is

\[
\int\frac{dP}{2\pi}\int_{|p|>K}\frac{dp}{2\pi}\,p^2\,\frac{\lambda^2|G(P)|^2}{p^4}
=\frac{\lambda^2N_g}{\pi K},\qquad N_g=\int\psi(x,x)^2dx .
\]

The two kinds of tail occupy different regions of the momentum plane, so there is no cross term at this order.

The rest of (4) is smaller. On the contact lines \(\chi\) is of order \(\int_{|p|>K}dp/p^2\sim1/K\), so its contact energy is of order \(1/K^2\). Its norm squared is of order \(\int_{|p|>K}dp/p^4\sim1/K^3\). The kinetic energy is diagonal in momentum and cannot couple \(\eta\) to \(\chi\). The contact terms can, with a strength of order \(1/K\) times the size of \(\eta\). The last term of (4) is quadratic in \(\eta\) and positive, because \(\eta\) is nearly orthogonal to \(\psi\) and there is a gap above the ground state. Minimizing over \(\eta\) thus lowers the energy by an amount of order \(1/K^2\). Hence

\[
\Delta E=\frac{A}{K}+\dots,\qquad A=\frac{4Z^2N_f+\lambda^2N_g}{\pi}. \tag{5}
\]

The convergence is algebraic. Each term of \(A\) is proportional to the square of a jump strength times the weight of \(\psi\) on the line where the jump occurs. The factor is \(1/2\pi\) for each of the two nuclear lines and \(1/\pi\) for the electron-electron line, where both momenta are large.

**Numbers.** The Hellmann–Feynman theorem gives \(\partial E/\partial Z=-2N_f\) and \(\partial E/\partial\lambda=N_g\). Central differences of the energy from (b) yield \(N_f=3.3107\) Å⁻¹ and \(N_g=1.3172\) Å⁻¹. With these lengths in angstrom, (5) gives \(A\) in hartree per angstrom, and one hartree is 27.211 eV:

\[
A=\frac{16\times3.3107+1.3172}{\pi}\times27.211\ \text{eV/Å}=470.2\ \text{eV/Å}.
\]

The nuclear kinks supply 458.8 eV/Å and the electron-electron kink 11.4 eV/Å. In this model most of the leading error comes from the kinks at the nucleus.

For a finite basis I used a periodic box of length \(L=5.2918\) Å (10 bohr) and the waves \(p=2\pi n/L\) with \(|n|\le m\). Equations (1) to (3) then hold with sums over the retained momenta, and their lowest root is the variational energy. The cutoff \(K=\pi(2m+1)/L\) lies midway between the last wave kept and the first one dropped. Errors are relative to the energy in (b).

| Waves per electron | \(K\) (Å⁻¹) | \(\Delta E\) (eV) |
|---|---|---|
| 81 | 48.09 | 9.024 |
| 161 | 95.58 | 4.728 |
| 321 | 190.57 | 2.4194 |
| 641 | 380.55 | 1.2236 |

Doubling the basis nearly halves the error. The product \(K\Delta E\) rises from 434 to 466 eV/Å down the table. Assuming \(K\Delta E=A+B/K\) for the last two rows gives

\[
A=\frac{K_2^2\Delta E_2-K_1^2\Delta E_1}{K_2-K_1}=470.2\ \text{eV/Å}.
\]

By the leading law, an error of 0.01 eV needs \(K=470.2/0.01\approx47\,000\) Å⁻¹. In this box that is \(KL/\pi\approx79\,000\) waves per electron.

### (d) Oscillator functions

Let \(\varphi_n\) be the eigenfunctions of \(h=-\tfrac12\partial^2+\tfrac12\omega^2x^2\), with energies \(e_n=\omega(n+\tfrac12)\). Consider first one coordinate and a function \(g(x)\) whose slope jumps by \(J\) at \(x=0\). Its coefficient \(c_n=\int\varphi_n g\,dx\) obeys \(e_nc_n=\int(h\varphi_n)g\,dx\). Integrating by parts twice on each half-line gives

\[
\int\varphi_n''g\,dx=J\varphi_n(0)+\int_{x\neq0}\varphi_n g''dx,
\]

because the boundary terms with \(\varphi_n'(0)g(0)\) cancel between the two sides. Therefore

\[
e_nc_n=-\tfrac12J\varphi_n(0)+\int_{x\ne0}\varphi_n\big(-\tfrac12g''+\tfrac12\omega^2x^2g\big)dx .
\]

For \(\psi\) at fixed \(x_2\ne0\), the second derivative \(\partial_1^2\psi\) is continuous across \(x_1=0\), as the Schrödinger equation on either side shows. The function in the last integral is then continuous there, so the point \(x_1=0\) adds only terms smaller by a further factor of order \(1/e_n\). The nuclear kink thus contributes \(c_n\approx-J\varphi_n(0)/(2e_n)\) at leading order. At fixed \(x_2\), \(\psi\) has a second kink at \(x_1=x_2\), where \(g''\) contains \(\lambda\psi(x_2,x_2)\,\delta(x_1-x_2)\). It adds \(-\lambda\psi(x_2,x_2)\varphi_n(x_2)/(2e_n)\), which is of the same order. This term oscillates rapidly in \(x_2\) while the nuclear term does not, so, as in (c), their cross term drops out at leading order on integration over \(x_2\). The electron-electron kink is taken up below, and until then \(c_n\) means the nuclear part.

For odd \(n\), \(\varphi_n(0)=0\). For even \(n\), the oscillator recurrence at the origin, \(\varphi_n(0)=-\sqrt{(n-1)/n}\,\varphi_{n-2}(0)\), and Stirling's formula give

\[
\varphi_n(0)^2=\sqrt{\frac{\omega}{\pi}}\,\frac{n!}{2^n[(n/2)!]^2}\approx\frac1\pi\sqrt{\frac{2\omega}{n}} .
\]

Now use (4) again, with \(\chi\) the part in the omitted functions. The operator \(h\) is diagonal and contributes \(\sum e_nc_n^2\). Even \(n\) are spaced by two, so the sum becomes half an integral:

\[
\sum_{n\ge N}e_nc_n^2\approx\frac12\int_N^\infty\frac{J^2}{4\omega n}\,\frac1\pi\sqrt{\frac{2\omega}{n}}\,dn
=\frac{J^2}{2\pi\sqrt{2\omega N}} . \tag{6}
\]

The true Hamiltonian contains \(h-\tfrac12\omega^2x^2\), so the subtracted term must be examined. Its expectation value in \(\chi\) is

\[
\sum_n\tfrac12e_nc_n^2+\tfrac{\omega}{2}\sum_n\sqrt{(n+1)(n+2)}\,c_nc_{n+2}.
\]

Successive even coefficients have opposite signs and nearly equal size, so the two sums cancel at leading order and leave a remainder of order \(e_Nc_N^2\sim N^{-3/2}\). The term also couples the last retained function to the first omitted one, with strength of order \(\omega Nc_N\sim N^{-1/4}\). Near the edge of the retained space the kinetic matrix is about \(\omega N/4\) times a chain with 2 on the diagonal and \(-1\) beside it. The end element of its inverse is of order \(1/(\omega N)\), so relaxation changes the energy by order \((N^{-1/4})^2/N=N^{-3/2}\). Both effects are small beside (6). The contact terms behave as in (c): on the line, \(\chi\) is of order \(\sum_{n\ge N}c_n\varphi_n(0)\sim\sum_{n\ge N}n^{-3/2}\sim N^{-1/2}\), so they contribute at order \(1/N\), which is also smaller than (6).

With plane waves the same kink has \(|\hat g|\approx|J|/p^2\) and omitted kinetic energy \(J^2/(2\pi K)\). Equation (6) is this law with

\[
K=\sqrt{2\omega N},\qquad\text{so}\qquad \Delta E\approx\frac{A}{\sqrt{2\omega N}} .
\]

For the electron-electron kink I rely on a semiclassical argument, not a proof. At position \(x\), the retained functions reach momenta up to \(\sqrt{2\omega N-\omega^2x^2}\), which tends to the same \(K\) for fixed \(x\) and large \(N\). The error thus falls as \(N^{-1/2}\), more slowly than the \(1/N\) of plane waves in a fixed box. Part of each enlargement of the oscillator basis goes into a wider region of space.

I diagonalized the full two-electron matrix for \(\omega=4\) hartree (108.8 eV). The functions kept are \(n=0,\dots,N-1\). For even \(N\), the sum in (6) over even \(n\ge N\) is better represented by an integral starting at \(n=N-1\), where \(e_n=\omega(N-\tfrac12)\), so I set \(K=\sqrt{2\omega(N-\frac12)}\).

| \(N\) | \(K\) (Å⁻¹) | \(\Delta E\) (eV) |
|---|---|---|
| 20 | 23.60 | 16.65 |
| 40 | 33.59 | 12.34 |
| 80 | 47.66 | 9.05 |

Between the last two rows the error falls as \(N^{-0.447}\). The power is still below one half because \(K\Delta E\) is still rising toward its limit. The extrapolation used in (c) gives \(A=471.3\) eV/Å, against the predicted 470.2 eV/Å. The same extrapolation from the first two rows gives 465 eV/Å, so the agreement is meaningful only to about 1%. That spread is half the electron-electron term of 11.4 eV/Å, so these numbers confirm the nuclear part of \(A\) but test the semiclassical part only weakly.

## Variation 1: a basis that carries the cusps

**Question.** Does the \(1/K\) law limit an expansion in symmetrized functions \(e^{-a|x_1|-b|x_2|-c|x_1-x_2|}\)?

**Solution.** No. The law came from representing kinks by smooth functions, and these functions have kinks on both nuclear lines and, for \(c\ne0\), on the line \(x_1=x_2\). The rate of convergence in this basis is not derived here; one example follows. The integrals are elementary. In the product of two such functions the exponents add; let \(a,b,c\) now denote the sums. The lines cut the plane into six sectors, equal in pairs under reflection through the origin. For \(x_1>x_2>0\), put \(x_1=x_2+u\). The integrand is \(e^{-(a+b)x_2-(a+c)u}\), which gives \(1/[(a+b)(a+c)]\). The other sectors follow in the same way, and the overlap is

\[
2\Big[\frac1{(a+b)(a+c)}+\frac1{(a+b)(b+c)}+\frac1{(a+c)(b+c)}\Big]=\frac{4(a+b+c)}{(a+b)(b+c)(c+a)} .
\]

In each sector the gradient is a constant times the function, so the kinetic energy needs the same sector integrals.

I took \(a,b\) from 1.2, 1.7, 2.3, 3.2, 5, 8 and \(c\) from \(-0.7,-0.3,0,0.5,1.5,4\) (atomic units). This makes 126 functions, of which 64 combinations remain when eigenvalues of the normalized overlap matrix below \(10^{-9}\) are dropped. The variational energy lies \(3\times10^{-5}\) eV above the value in (b). It ranges from \(4\times10^{-5}\) to \(1\times10^{-5}\) eV as this threshold goes from \(10^{-8}\) to \(10^{-12}\).

The jumps were not imposed. At the points \(x_1=0,\ x_2=0.3\) Å and \(x_1=x_2=0.3\) Å, the ratio of jump to \(\psi\) comes out as \(-7.555\) Å⁻¹ on the nuclear line, where (a) requires \(-2Z=-7.559\) Å⁻¹. On the electron-electron line it is 1.888 Å⁻¹, where (a) requires \(\lambda=1.890\) Å⁻¹. Pointwise slopes are less stable than the energy. Over the same range of thresholds these ratios vary from \(-7.553\) to \(-7.560\) and from 1.883 to 1.896 Å⁻¹. At 1 Å, where \(\psi\) is small, the electron-electron ratio can be off by about 10%.

## Variation 2: an attractive pair

**Question.** What changes for \(Z=1\) and \(\lambda=-2\)?

**Solution.** The jump in \(u\) is now \(-2\psi\), so \(\psi\) has a peak where the particles meet. They can also bind without the nucleus. The relative motion obeys \(-\partial_u^2+\lambda\delta(u)\), whose bound state \(e^{-|\lambda||u|/2}\) has energy \(-\lambda^2/4=-1\) hartree. The bracket in (3) stays positive for all \(P\) if \(\sqrt2\,\kappa>|\lambda|\), which is the same condition, \(E<-\lambda^2/4\). Below this energy \(H_\lambda-E\) is positive and the method of (b) applies unchanged. It gives \(E=-74.54\) eV, well below the free pair at \(-27.21\) eV.

The derivation of (5) did not use the sign of \(\lambda\). It predicts \(A=179.4\) eV/Å, of which the kink between the two particles supplies 46%. Extrapolating the errors for 321 and 641 waves gives 179.3 eV/Å. In this model the balance between the two kinds of cusp thus depends on the interaction strengths, while the power of \(K\) does not. The power belongs to contact kinks in one dimension and does not carry over to real atoms. For the 1s state of hydrogen in three dimensions the momentum amplitude falls as \(1/p^4\), so the omitted kinetic energy, of order \(\int_K^\infty p^2\,p^{-8}\,p^2dp\), falls as \(1/K^3\).
